# Wigner's tunnelling correction for a deprotection step at 383 K

## Question

I am modelling the acid-catalysed deprotection of a resist during a bake at 383 K. My transition-state calculation gives one imaginary frequency, of magnitude 1000 cm$^{-1}$, and I want to multiply the rate constant by Wigner's tunnelling correction,

$$\kappa_W=1+\frac{1}{24}\left(\frac{\hbar\omega}{k_BT}\right)^2 .$$

I converted the wavenumber to a frequency in hertz by multiplying by the speed of light, put that number in for $\omega$, and got 1.015. Tunnelling would then hardly matter, which surprises me for such a sharp barrier.

Have I evaluated the formula correctly? Should the imaginary frequency make the squared term negative? And where does the 24 come from, so that I can judge whether the formula is usable here?

## Answer

### The number

The slip is a factor of $2\pi$. A wavenumber $\tilde\nu$ corresponds to the ordinary frequency $\nu=c\tilde\nu$ and to the angular frequency $\omega=2\pi c\tilde\nu$. The quantum of energy is $\hbar\omega=h\nu=hc\tilde\nu$, whereas you used $\hbar\nu$, which is smaller by $2\pi$. The correction is quadratic, so yours came out too small by $4\pi^2$.

It is easiest to stay in wavenumbers. At 383 K the thermal energy is $k_BT/(hc)=266.20$ cm$^{-1}$, so

$$u\equiv\frac{\hbar\omega}{k_BT}=\frac{1000}{266.20}=3.7566,\qquad u^2=14.112,$$

$$\kappa_W=1+\frac{14.112}{24}=1+0.588=1.588\approx1.59 .$$

Dividing 0.588 by $4\pi^2$ gives 0.0149, which reproduces your 1.015.

As for the sign, $\omega$ in your formula is the positive magnitude. The harmonic analysis at the saddle point returns $\omega_\ddagger=i\omega$, because the curvature along the reaction coordinate is negative. Written with $\omega_\ddagger$ itself, the correction is $1-\frac1{24}(\hbar\omega_\ddagger/k_BT)^2$, and $\omega_\ddagger^2=-\omega^2$ makes the term positive again.

So 1.59 is the correct value of Wigner's formula. Whether it is a good tunnelling factor is a separate matter, because the formula is the start of an expansion in $u$, and $u$ is not small here. The derivation shows what has been dropped.

### What is being averaged

Assume that the reaction coordinate $x$, with effective mass $m$, separates from all other modes, and that there is no friction. Particles arriving from the reactant side with momentum $p_x$ contribute to the flux in proportion to $(p_x/m)\,e^{-E/k_BT}\,dp_x=e^{-E/k_BT}\,dE$. Each crosses with probability $P(E)$. Classically $P$ is 0 below the barrier top $V_0$ and 1 above it, which gives the integral $k_BT\,e^{-V_0/k_BT}$. The tunnelling factor is the quantum result divided by the classical one:

$$\kappa=\frac{e^{V_0/k_BT}}{k_BT}\int P(E)\,e^{-E/k_BT}\,dE .$$

Measure energy from the top in units of the quantum, $E=V_0+\hbar\omega\varepsilon$. Then

$$\kappa=u\int_{-\infty}^{\infty}P(\varepsilon)\,e^{-u\varepsilon}\,d\varepsilon .$$

The true lower limit is the higher of the reactant and product energies, because nothing is transmitted below either. For a symmetric or exothermic step it is $\varepsilon=-V_0/\hbar\omega$; for an endothermic step the smaller reverse barrier takes the place of $V_0$. Moving the limit to $-\infty$ is harmless for a barrier that is tall on both sides if the integrand has died out by then, a condition checked below.

### Transmission through an inverted parabola

Near its top the barrier is $V_0-\frac12m\omega^2x^2$. With $x=\sqrt{\hbar/m\omega}\,q$ and $p_x=\sqrt{\hbar m\omega}\,p$, the Hamiltonian measured from the top is

$$\frac{H}{\hbar\omega}=\tfrac12(p^2-q^2),\qquad [q,p]=i .$$

Introduce $X=(q+p)/\sqrt2$ and $Y=(p-q)/\sqrt2$. Their commutator is $[X,Y]=\frac12([q,p]-[p,q])=i$, so they are again a conjugate pair. Multiplying out,

$$XY=\tfrac12(qp-q^2+p^2-pq),\qquad YX=\tfrac12(pq-q^2+p^2-qp),$$

and the sum is $p^2-q^2$. Hence $H/\hbar\omega=\frac12(XY+YX)$.

The classical motion shows why these variables help. In the time $\tau=\omega t$, Hamilton's equations for $XY$ are $\dot X=X$ and $\dot Y=-Y$. At early times $Y$ dominates and $q\approx-Y/\sqrt2$, so $Y>0$ means arrival from the left. At late times $X$ dominates and $q\approx X/\sqrt2$, so $X>0$ means departure to the right. Transmission from the left therefore means $Y>0$ going to $X>0$.

In the $Y$ representation $X=i\,d/dY$. Since $XY=YX+i$, the eigenvalue equation is

$$i\left(Y\frac{d}{dY}+\frac12\right)\varphi=\varepsilon\varphi
\quad\Rightarrow\quad \varphi(Y)=Y^{-1/2-i\varepsilon}\ \ (Y>0).$$

The equation is singular at $Y=0$, so the two half-lines have independent amplitudes. For a wave arriving from the left alone, set $\varphi=0$ for $Y<0$.

To see where it goes, transform to $X$. With $s=\frac12-i\varepsilon$,

$$\psi(X)=\frac1{\sqrt{2\pi}}\int_0^\infty Y^{s-1}e^{iXY}\,dY .$$

Give the integral a convergence factor $e^{-\eta Y}$ with $\eta\to0^+$. It becomes $\Gamma(s)\,a^{-s}$ with $a=\eta-iX\to|X|e^{\mp i\pi/2}$, the upper sign for $X>0$. Therefore

$$\psi(X)=\frac{\Gamma(s)}{\sqrt{2\pi}}\,|X|^{-s}e^{\pm i\pi s/2},\qquad
|e^{\pm i\pi s/2}|=e^{\pm\pi\varepsilon/2},$$

because $i\pi s/2=i\pi/4+\pi\varepsilon/2$.

In the $X$ representation $H/\hbar\omega=-i(X\,d/dX+\frac12)$, so the density obeys $\partial_\tau|\psi|^2=-\partial_X(X|\psi|^2)$, and the outgoing flux on each side is $|X||\psi|^2$. The fluxes at $X>0$ and $X<0$ are thus in the ratio $e^{\pi\varepsilon}:e^{-\pi\varepsilon}$. What arrives must leave on one side or the other, so

$$P(\varepsilon)=\frac{e^{\pi\varepsilon}}{e^{\pi\varepsilon}+e^{-\pi\varepsilon}}=\frac1{1+e^{-2\pi\varepsilon}} .$$

At the barrier top half the flux is transmitted. Direct numerical integration of the Schrödinger equation, which does not use this law, agrees with it to a largest relative deviation of $2.6\times10^{-5}$ for $-8\le\varepsilon\le6$.

### Where the 24 comes from

Integrate the thermal average by parts:

$$\kappa=\Big[-P\,e^{-u\varepsilon}\Big]_{-\infty}^{\infty}+\int_{-\infty}^{\infty}P'(\varepsilon)\,e^{-u\varepsilon}\,d\varepsilon .$$

The boundary term vanishes at $+\infty$ because $u>0$. Far below the top $P\approx e^{2\pi\varepsilon}$, so the product behaves as $e^{(2\pi-u)\varepsilon}$ and vanishes at $-\infty$ if $u<2\pi$. Your $u=3.76$ satisfies this.

The derivative is

$$P'(\varepsilon)=\frac{2\pi e^{-2\pi\varepsilon}}{(1+e^{-2\pi\varepsilon})^2}=\frac{\pi}{2\cosh^2\pi\varepsilon},$$

an even function of unit area, which can be read as a probability density for the threshold energy. Classically it would be a spike at $\varepsilon=0$; quantum mechanics gives it a width. To find its variance, use $1-P=1/(1+e^{2\pi\varepsilon})$, integrate by parts on the half-line, and expand in powers of $e^{-2\pi\varepsilon}$:

$$\langle\varepsilon^2\rangle=2\int_0^\infty\varepsilon^2P'\,d\varepsilon
=4\int_0^\infty\frac{\varepsilon\,d\varepsilon}{1+e^{2\pi\varepsilon}}
=4\sum_{n=1}^\infty\frac{(-1)^{n+1}}{(2\pi n)^2}
=\frac1{\pi^2}\cdot\frac{\pi^2}{12}=\frac1{12}.$$

Now expand $e^{-u\varepsilon}$ under the integral. The linear term vanishes because $P'$ is even, and

$$\kappa=1+\frac{u^2}{2}\langle\varepsilon^2\rangle+O(u^4)=1+\frac{u^2}{24}+O(u^4).$$

The 24 is twice the 12 of the variance. The physical content is also visible here. For the parabola, quantum mechanics lets some particles through below the top and reflects an equal fraction at the mirror-image energy above it. The Boltzmann factor gives more weight to the lower energy, so the gain exceeds the loss and the rate rises.

### What the formula leaves out

For the parabola the average can be done in full. Put $y=e^{-2\pi\varepsilon}$ and $a=u/2\pi$, so that $e^{-u\varepsilon}=y^a$ and $d\varepsilon=-dy/(2\pi y)$:

$$\kappa_p=a\int_0^\infty\frac{y^{a-1}}{1+y}\,dy .$$

Call the integral $I$. A contour running out above the positive axis and back below it encloses the pole at $y=e^{i\pi}$, where the residue is $e^{i\pi(a-1)}=-e^{i\pi a}$. The large and small circles contribute nothing for $0<a<1$. On the return path the integrand carries the extra phase $e^{2\pi ia}$, so

$$(1-e^{2\pi ia})\,I=-2\pi i\,e^{i\pi a}\quad\Rightarrow\quad I=\frac{\pi}{\sin\pi a},$$

$$\kappa_p=\frac{u/2}{\sin(u/2)} .$$

With $z=u/2$, the expansion $\sin z/z=1-z^2/6+z^4/120-\dots$ inverts to

$$\frac{z}{\sin z}=1+\frac{z^2}{6}+\left(\frac1{36}-\frac1{120}\right)z^4+\dots
=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots$$

Every term is positive, since each is an even moment of the density $P'$ times a positive factor. Wigner's formula therefore lies below the full parabolic factor for all $0<u<2\pi$.

In your case the next term is 0.242, about 41 percent of the Wigner term. Adding it gives 1.830, and the full parabolic result is

$$\kappa_p=\frac{1.8783}{\sin 1.8783}=1.971 .$$

Wigner's value is 19 percent below this, relative to $\kappa_p$.

### Is the parabola itself good enough?

A real barrier has a finite height and flattens out towards reactants and products. As a comparison, take $V_0\,\mathrm{sech}^2(x/b)$ with a round height of 8000 cm$^{-1}$. Near the top it is $V_0(1-x^2/b^2)$, so the choice $b^2=2V_0/(m\omega^2)$ gives it the same imaginary frequency of 1000 cm$^{-1}$. Solving the Schrödinger equation numerically for this barrier and averaging at 383 K gives $\kappa=1.945$.

This is close to the parabolic 1.971 and far from 1.588, which lies 18 percent below it. For this shape, height and temperature, Wigner's shortfall comes from cutting off the series. Replacing the barrier by a parabola makes a much smaller error, and in the opposite direction, since 1.971 lies slightly above 1.945. The comparison covers this one symmetric barrier at 383 K only; the size and even the sign of the parabola's error change with temperature. Asymmetry matters as well. An Eckart barrier with the same curvature and the same forward height of 8000 cm$^{-1}$ gives $\kappa\approx1.86$, $1.72$ and $1.50$ when the reverse barrier is 2000, 1000 and 500 cm$^{-1}$, because tunnelling is impossible below the product energy.

### When to use which

At high temperature $u\to0$ and every version tends to 1. A useful intermediate case is $u=1$, which at 383 K means an imaginary frequency of 266 cm$^{-1}$. The Wigner term is then $1/24\approx0.042$ and the next term is $7/5760\approx0.0012$, so the simple formula is sufficient. The ratio of the two terms is $7u^2/240$. While this ratio is small, it estimates what Wigner's formula leaves out of the parabolic factor, as a fraction of the Wigner term. At larger $u$ it is too low: in your case it gives 41 percent, whereas all the dropped terms together amount to $0.383/0.588$, or 65 percent.

At the other end, $\kappa_p$ diverges as $u\to2\pi$, that is, as the temperature falls to

$$T_c=\frac{\hbar\omega}{2\pi k_B}=383\ \text{K}\times\frac{3.7566}{2\pi}=229\ \text{K}.$$

There the Boltzmann factor grows towards low energy as fast as the parabolic transmission decays. The divergence belongs to the parabola, which has no bottom. For a real barrier the integral stops at the higher of the reactant and product energies and $\kappa$ stays finite, but its value then depends on the whole barrier and not just on the curvature at the top. Your bake is well above $T_c$. For a barrier that stands 8000 cm$^{-1}$ above both reactants and products the lower limit is $\varepsilon=-8$, where $e^{(2\pi-u)\varepsilon}$ is of order $10^{-9}$, so extending the integral to $-\infty$ was justified.

### For your rate constant

If you are asked for Wigner's correction, the answer is 1.59, a rate constant 59 percent above the uncorrected one. If the barrier is several quanta high as seen from both reactants and products, $(u/2)/\sin(u/2)\approx1.97$ is the better estimate from the curvature alone. If the step is strongly endothermic, with a reverse barrier of only about one quantum or less, 1.97 is too high, and you need a model that uses both barrier heights, such as an asymmetric Eckart barrier. Apply either factor to the elementary step whose saddle point you calculated. It carries over in full to the observed deprotection rate if that step limits the rate. If acid diffusion is the bottleneck instead, the observed rate hardly responds to $\kappa$. Acid loss during the bake is a different matter: if the acid disappears by a route independent of deprotection, the rate at given acid and resist concentrations still scales with $\kappa$. If the rate is simply proportional to the acid and to the remaining protected groups, the fraction converted by the end of the bake grows by less than that factor, with or without acid loss, because the protected groups are used up as the reaction proceeds. If deprotection accelerates itself, the conversion can grow by more.

Both factors also inherit the one-dimensional assumption. Coupling to other modes, curvature of the reaction path and friction from the polymer matrix are all absent, so the digits quoted here describe the one-dimensional model, and the calculation does not show how many of them hold for the resist. The numerical output below lists the intermediate values.

## Computed results

```
Imaginary wavenumber magnitude: 1000 cm^-1
Temperature: 383 K
Thermal energy k_B T/(hc): 266.20 cm^-1
Reduced frequency u: 3.7566 (dimensionless)
u squared: 14.112 (dimensionless)
Wigner term u^2/24: 0.5880 (dimensionless)
Wigner factor: 1.5880 (dimensionless)
Wigner factor, rounded: 1.59 (dimensionless)
Rate increase by Wigner factor: 58.8 percent
Factor if hbar is paired with ordinary frequency: 1.0149 (dimensionless)
Next term 7u^4/5760: 0.2420 (dimensionless)
Sum through fourth order: 1.8300 (dimensionless)
Full parabolic factor, formula: 1.9707 (dimensionless)
Full parabolic factor, numerical: 1.9707 (dimensionless)
Wigner shortfall from full parabola: 19.4 percent
Crossover temperature T_c: 229.0 K
Numerical variance of P': 0.08337 (dimensionless)
Value of 1/12: 0.08333 (dimensionless)
Largest relative deviation from parabolic P law: 2.6e-05 (dimensionless)
Finite barrier height: 8000 cm^-1
Finite sech^2 barrier factor, numerical: 1.9451 (dimensionless)
Wigner shortfall from finite barrier: 18.4 percent
```
